# Positive Conservative Finite Volumes for the Nonaxial Macrospin Fokker–Planck Equation: test program

```python
"""
Result under test: a finite-volume scheme for the Fokker-Planck equation of a
macrospin m with non-axial energy u(m) = E/kT on a spherical Voronoi mesh has
non-negative rates, conserves probability and has the stationary state
p_i = A_i exp(-u_i)/Z.
  current  J = D [ -grad P - P grad u + (1/alpha) P m x grad u ]
  D        = alpha gamma kT / ((1 + alpha^2) Ms V)
  A_i cell area, w = exp(-u), g = P/w, alpha damping, gamma gyromagnetic ratio
  u = kz (1 - mz^2) + kx mx^2 - b.m   (kz, kx, b in units of kT)
Mesh and spectral rates are in units of D unless a unit is stated.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.linalg import get_lapack_funcs, null_space
from scipy.sparse.linalg import LinearOperator, eigs, expm_multiply, splu
from scipy.spatial import ConvexHull
from scipy.special import jnp_zeros

# ---------------------------------------------------------------- example
T = 300.0                                  # K
Ms = 600e3                                 # A/m
K_perp, K_plane = 200e3, 20e3              # J/m^3
axis_a, axis_b, thick = 14e-9, 11e-9, 1.5e-9   # m
alpha = 0.2
A_ex = 10e-12                              # J/m
B_ext = np.array([0.020, 0.060, 0.005])    # T
gamma = const.physical_constants["electron gyromag. ratio"][0]
kT = const.k * T
V = np.pi / 4 * axis_a * axis_b * thick
moment = Ms * V
D = alpha * gamma * kT / ((1 + alpha**2) * moment)
energy = (K_perp * V / kT, K_plane * V / kT, moment * B_ext / kT)


def u_of(m, en):
    kz, kx, b = en
    return kz * (1 - m[..., 2]**2) + kx * m[..., 0]**2 - m @ b


def grad_u(m, en):
    kz, kx, b = en
    return m * np.array([2 * kx, 0.0, -2 * kz]) - b


# ---------------------------------------------------------------- mesh
def unit(v):
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


def arc(a, b):
    return 2 * np.arcsin(np.linalg.norm(a - b, axis=1) / 2)


def make_mesh(level):
    golden = (1 + 5**0.5) / 2
    pts = unit(np.array([np.roll((0, s, t * golden), k) for k in range(3)
                         for s in (1, -1) for t in (1, -1)]))
    tri = ConvexHull(pts).simplices.astype(np.int64)
    flip = np.linalg.det(pts[tri]) < 0
    tri[flip] = tri[flip][:, ::-1]
    for _ in range(level):
        e = np.sort(np.concatenate([tri[:, [0, 1]], tri[:, [1, 2]],
                                    tri[:, [2, 0]]]), axis=1)
        uniq, inv = np.unique(e, axis=0, return_inverse=True)
        ab, bc, ca = (inv.ravel() + len(pts)).reshape(3, -1)
        a, b, c = tri.T
        pts = np.vstack([pts, unit(pts[uniq[:, 0]] + pts[uniq[:, 1]])])
        tri = np.concatenate([np.stack(t, axis=1) for t in
                              ((a, ab, ca), (ab, b, bc), (ca, bc, c),
                               (ab, bc, ca))])
    n = len(pts)
    a, b, c = (pts[tri[:, k]] for k in range(3))
    corners = unit(np.cross(b - a, c - a))       # Voronoi vertices
    start = tri.ravel(order="F")
    end = np.roll(tri, -1, axis=1).ravel(order="F")
    owner = np.tile(np.arange(len(tri)), 3)
    key = start * n + end
    order = np.argsort(key)
    twin = owner[order[np.searchsorted(key[order], end * n + start)]]
    keep = start < end
    i, j = start[keep], end[keep]
    left, right = corners[owner[keep]], corners[twin[keep]]
    p = pts[i]
    triple = np.abs(np.einsum("ij,ij->i", p, np.cross(right, left)))
    dots = 1 + np.sum(p * left + p * right + left * right, axis=1)
    piece = 2 * np.arctan2(triple, dots)
    area = np.bincount(i, piece, n) + np.bincount(j, piece, n)
    return SimpleNamespace(n=n, pts=pts, i=i, j=j, left=left, right=right,
                           area=area, length=arc(left, right),
                           dist=arc(pts[i], pts[j]))


# ---------------------------------------------------------------- scheme
def face_data(mesh, damp, en):
    u = u_of(mesh.pts, en)
    du = u[mesh.j] - u[mesh.i]
    small = np.abs(du) < 1e-10
    safe_du = np.where(small, 1.0, du)
    bern = np.where(small, 1 - du / 2, safe_du / np.expm1(safe_du))
    c = mesh.length / mesh.dist * np.exp(-u[mesh.i]) * bern
    q = (np.exp(-u_of(mesh.left, en)) - np.exp(-u_of(mesh.right, en))) / damp
    return np.exp(-u), c, q


def pointwise_flow(mesh, damp, en):
    """Precession velocity at the face midpoint times face length."""
    mid = unit(mesh.left + mesh.right)
    along = unit(mesh.left - mesh.right)
    normal = np.cross(along, mid)                # points from cell i to j
    vel = np.cross(mid, grad_u(mid, en)) / damp
    return mesh.length * np.sum(normal * vel, axis=1)


def generator(mesh, damp, en, scheme="positive"):
    w, c, q = face_data(mesh, damp, en)
    i, j, area = mesh.i, mesh.j, mesh.area
    if scheme == "pointwise":
        flow = pointwise_flow(mesh, damp, en)
        out = c / (area[i] * w[i]) + np.maximum(flow, 0) / area[i]
        back = c / (area[j] * w[j]) + np.maximum(-flow, 0) / area[j]
    else:
        cond = np.maximum(c, np.abs(q) / 2) if scheme == "positive" else c
        out = (cond + q / 2) / (area[i] * w[i])
        back = (cond - q / 2) / (area[j] * w[j])
    n = mesh.n
    loss = np.bincount(i, out, n) + np.bincount(j, back, n)
    diag = np.arange(n)
    return sparse.coo_matrix(
        (np.concatenate([out, back, -loss]),
         (np.concatenate([j, i, diag]), np.concatenate([i, j, diag]))),
        shape=(n, n)).tocsc()


def factor(matrix):
    """Sparse elimination with diagonal pivots, stable for M-matrices."""
    return splu(matrix.tocsc(), permc_spec="MMD_AT_PLUS_A",
                diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))


def band_solver(matrix):
    """Band elimination with row pivoting for a general complex matrix."""
    entries = matrix.tocoo()
    n = matrix.shape[0]
    k = int(np.max(np.abs(entries.row - entries.col)))
    band = np.zeros((3 * k + 1, n), dtype=complex, order="F")
    band[2 * k + entries.row - entries.col, entries.col] = entries.data
    gbtrf, gbtrs = get_lapack_funcs(("gbtrf", "gbtrs"), (band,))
    lu, pivots, info = gbtrf(band, k, k)
    assert info == 0

    def solve(rhs):
        column = np.asarray(rhs, dtype=complex).reshape(n, 1)
        answer, status = gbtrs(lu, k, k, column, pivots)
        assert status == 0
        return answer.ravel()
    return solve


def slow_rate(matrix, banded=False, shift=0.02):
    n = matrix.shape[0]
    shifted = (matrix - shift * sparse.identity(n, format="csc")).tocsc()
    solve = band_solver(shifted) if banded else factor(shifted).solve
    inverse = LinearOperator((n, n), matvec=solve, dtype=matrix.dtype)
    v0 = np.random.default_rng(1).standard_normal(n).astype(matrix.dtype)
    vals = eigs(matrix, k=2, sigma=shift, OPinv=inverse, v0=v0,
                return_eigenvectors=False)
    vals = vals[np.argsort(np.abs(vals))]
    assert abs(vals[0]) < 1e-6 and abs(vals[1].imag) < 1e-6
    return -vals[1].real


def null_state(matrix):
    rest = factor(matrix[1:, 1:]).solve(-matrix[1:, [0]].toarray().ravel())
    p = np.concatenate([[1.0], rest])
    return p / p.sum()


# ------------------------------------------- independent spectral operator
def spectral_rate(lmax, damp, en):
    """Backward operator built from angular-momentum matrices."""
    kz, kx, b = en
    l = np.concatenate([np.full(2 * k + 1, k) for k in range(lmax + 1)])
    mm = np.concatenate([np.arange(-k, k + 1) for k in range(lmax + 1)])
    n = len(l)
    col = np.arange(n)
    up = mm < l
    raising = sparse.csc_matrix(
        (np.sqrt((l - mm) * (l + mm + 1.0))[up], (col[up] + 1, col[up])),
        shape=(n, n)).astype(complex)
    lowering = raising.conj().T.tocsc()
    L = [(raising + lowering) / 2, (raising - lowering) / 2j,
         sparse.diags(mm.astype(complex)).tocsc()]
    inner = l < lmax
    lp, mi = l[inner] + 1.0, mm[inner]
    target = ((lp**2 + lp).astype(int) + mi)
    zup = sparse.csc_matrix(
        (np.sqrt((lp**2 - mi**2) / (4 * lp**2 - 1)), (target, col[inner])),
        shape=(n, n)).astype(complex)
    z = (zup + zup.T).tocsc()
    x = -1j * (L[1] @ z - z @ L[1])
    y = 1j * (L[0] @ z - z @ L[0])
    one = sparse.identity(n, dtype=complex, format="csc")
    G = [2 * kx * x - b[0] * one, -b[1] * one, -2 * kz * z - b[2] * one]
    mxG = [y @ G[2] - z @ G[1], z @ G[0] - x @ G[2], x @ G[1] - y @ G[0]]
    op = -sparse.diags((l * (l + 1)).astype(complex)).tocsc()
    for a in range(3):
        op = op - (mxG[a] + G[a] / damp) @ (1j * L[a])
    return slow_rate(op.tocsc(), banded=True)


# ---------------------------------------------------------------- tests
meshes = {lev: make_mesh(lev) for lev in (3, 4, 5, 6)}
fine, mid_mesh = meshes[6], meshes[5]
for mesh in meshes.values():
    assert abs(mesh.area.sum() - 4 * np.pi) < 1e-9

# face line integral against pointwise velocity (sign and size)
_, c5, q5 = face_data(mid_mesh, alpha, energy)
w_mid = np.exp(-u_of(unit(mid_mesh.left + mid_mesh.right), energy))
direct = w_mid * pointwise_flow(mid_mesh, alpha, energy)
flux_dev = np.max(np.abs(q5 - direct)) / np.max(np.abs(q5))
assert flux_dev < 0.01

# stationary state by linear solve
Q6 = generator(fine, alpha, energy)
p6 = null_state(Q6)
boltz6 = fine.area * np.exp(-u_of(fine.pts, energy))
boltz6 /= boltz6.sum()
tv_fine = 0.5 * np.abs(p6 - boltz6).sum()
assert tv_fine < 1e-8 and p6.min() > 0
boltz5 = mid_mesh.area * np.exp(-u_of(mid_mesh.pts, energy))
boltz5 /= boltz5.sum()
p_naive = null_state(generator(mid_mesh, alpha, energy, "pointwise"))
tv_naive = 0.5 * np.abs(p_naive - boltz5).sum()
tv_mid = 0.5 * np.abs(null_state(generator(mid_mesh, alpha, energy))
                      - boltz5).sum()
assert tv_mid < 1e-8 and tv_naive > 0.01

# continuum Boltzmann averages by Gauss quadrature
node, weight = np.polynomial.legendre.leggauss(60)
cz = np.concatenate([(node - 1) / 2, (node + 1) / 2])
wz = np.concatenate([weight, weight]) / 2
phi = 2 * np.pi * np.arange(128) / 128
sz = np.sqrt(1 - cz**2)
grid = np.stack([sz[:, None] * np.cos(phi), sz[:, None] * np.sin(phi),
                 cz[:, None] * np.ones(128)], axis=-1)
dens = wz[:, None] * np.exp(-u_of(grid, energy))
dens /= dens.sum()


def averages(m, p):
    return np.array([np.sum(p * f) for f in
                     (m[..., 0], m[..., 1], m[..., 2], m[..., 2]**2,
                      m[..., 2] > 0)])


avg_exact = averages(grid, dens)
avg_mesh = averages(fine.pts, p6)
assert np.max(np.abs(avg_exact - avg_mesh)) < 2e-3
p_up = avg_exact[4]

# positivity at low damping, with and without the protected conductance
low_alpha = 0.02
m4 = meshes[4]
Q_safe = generator(m4, low_alpha, energy)
Q_cent = generator(m4, low_alpha, energy, "central")
entries = Q_cent.tocoo()
off = np.where(entries.row != entries.col, entries.data, 0.0)
source = np.zeros(m4.n)
source[entries.col[np.argmin(off)]] = 1.0


def implicit_step(matrix, step):
    return factor(sparse.identity(m4.n, format="csc")
                  - step * matrix).solve(source)


steps = (1e-6, 1e-1)
safe_steps = [implicit_step(Q_safe, s) for s in steps]
min_safe = min(s.min() for s in safe_steps)
min_cent = implicit_step(Q_cent, steps[0]).min()
assert min_safe > -1e-14 and min_cent < -1e-6
assert all(abs(s.sum() - 1) < 1e-9 for s in safe_steps)

# slowest rate: mesh refinement against spectral operator
rate_ref = spectral_rate(32, alpha, energy)
assert abs(spectral_rate(24, alpha, energy) / rate_ref - 1) < 1e-4
rates = {lev: slow_rate(Q6 if lev == 6 else generator(mesh, alpha, energy))
         for lev, mesh in meshes.items()}
errors = {lev: r / rate_ref - 1 for lev, r in rates.items()}
assert abs(errors[6]) < 0.02 and abs(errors[6]) < abs(errors[3]) / 8
low_ref = spectral_rate(48, low_alpha, energy)
assert abs(spectral_rate(36, low_alpha, energy) / low_ref - 1) < 1e-2
low_error = slow_rate(generator(mid_mesh, low_alpha, energy)) / low_ref - 1
assert low_error > 0.05


def limited_share(mesh, damp):
    _, c, q = face_data(mesh, damp, energy)
    return np.mean(np.abs(q) / 2 > c)


# transient against stochastic Landau-Lifshitz-Gilbert runs, SI units
t_end, n_steps, n_spin = 60e-12, 300, 20000
cell = np.argmax(mid_mesh.pts @ np.array([0.6, 0.5, 0.62]))
p0 = np.zeros(mid_mesh.n)
p0[cell] = 1.0
Q5 = generator(mid_mesh, alpha, energy)
mean_fp = expm_multiply(Q5 * (D * t_end), p0) @ mid_mesh.pts


def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1], a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def velocity(m, noise):
    field = B_ext[:, None] + noise
    field[0] -= 2 * K_plane / Ms * m[0]
    field[2] += 2 * K_perp / Ms * m[2]
    torque = cross(m, field)
    return -gamma / (1 + alpha**2) * (torque + alpha * cross(m, torque))


rng = np.random.default_rng(7)
dt = t_end / n_steps
sigma_B = np.sqrt(2 * alpha * kT / (gamma * moment * dt))
spins = np.repeat(mid_mesh.pts[cell][:, None], n_spin, axis=1)
for _ in range(n_steps):
    noise = sigma_B * rng.standard_normal((3, n_spin))
    v1 = velocity(spins, noise)
    v2 = velocity(spins + dt * v1, noise)
    spins = spins + dt * (v1 + v2) / 2
    spins /= np.sqrt(np.sum(spins**2, axis=0))
mean_sde = spins.mean(axis=1)
err_sde = spins.std(axis=1).max() / np.sqrt(n_spin)
assert np.max(np.abs(mean_sde - mean_fp)) < 0.02


# all stationary points: gradient = mu m, so m_i = b_i / (h_i - mu), |m| = 1
def stationary_points(en):
    """Lists of points keyed by the number of downhill directions."""
    kz, kx, b = en
    h = np.array([2 * kx, 0.0, -2 * kz])
    f = [np.poly1d([-1.0, hk]) for hk in h]
    poly = (f[0] * f[1] * f[2])**2
    for a in range(3):
        poly = poly - (f[a - 1] * f[a - 2])**2 * float(b[a]**2)
    found = {0: [], 1: [], 2: []}
    for mu in np.roots(poly.coeffs):
        if abs(mu.imag) > 1e-9:
            continue
        m = b / (h - mu.real)
        assert abs(m @ m - 1) < 1e-8
        assert np.max(np.abs(np.cross(m, grad_u(m, en)))) < 1e-8
        tangent = null_space(m[None, :])
        hess = tangent.T @ (np.diag(h) - mu.real * np.eye(3)) @ tangent
        found[int(np.sum(np.linalg.eigvalsh(hess) < 0))].append(m)
    return found


points = stationary_points(energy)
assert [len(points[k]) for k in (0, 1, 2)] == [2, 1, 1]
down_min, up_min = sorted(points[0], key=lambda m: m[2])
saddle, top = points[1][0], points[2][0]
assert down_min[2] < 0 < up_min[2]
assert np.linalg.norm(top - fine.pts[np.argmax(u_of(fine.pts, energy))]) < 0.1
barrier_up = u_of(saddle, energy) - u_of(up_min, energy)
barrier_down = u_of(saddle, energy) - u_of(down_min, energy)
height_top = u_of(top, energy) - u_of(up_min, energy)

# retention time against mean first passage to the other well
alive = np.flatnonzero(mid_mesh.pts[:, 2] > -0.9)
passage = factor(Q5[alive][:, alive]).solve(-np.ones(len(alive)), trans="T")
mfpt = passage[np.argmax(mid_mesh.pts[alive] @ up_min)]
two_state = 1 / (rates[5] * (1 - p_up))
assert abs(mfpt / two_state - 1) < 0.05
tau_relax = 1 / (rate_ref * D)
tau_up = tau_relax / (1 - p_up)
tau_down = tau_relax / p_up

# sizes of neglected effects
wall_energy = 4 * np.sqrt(A_ex * K_perp) * axis_b * thick / kT
k_mode = jnp_zeros(1, 1)[0] / np.sqrt(axis_a * axis_b / 4)
mode_square = kT / (2 * V * (K_perp + A_ex * k_mode**2))
m_loss = 0.5 * 4 * mode_square       # two components, two degenerate modes
K_factor = 1 - 3 * m_loss            # rough cubic law for the anisotropy
soft = (energy[0] * K_factor, energy[1], energy[2])
tau_soft = 1 / (spectral_rate(32, alpha, soft) * D)
quantum = const.hbar * gamma * 2 * K_perp / Ms / kT
assert wall_energy > energy[0] and quantum < 0.05


# ---------------------------------------------------------------- output
def vec(v, digits=4):
    return " ".join(f"{x:.{digits}f}" for x in v)


print(f"temperature {T:.0f} K; Ms {Ms/1e3:.0f} kA/m; damping {alpha}")
print(f"dot {axis_a*1e9:.0f} x {axis_b*1e9:.0f} x {thick*1e9:.1f} nm; "
      f"volume {V*1e27:.1f} nm3")
print(f"anisotropy: perpendicular {K_perp/1e3:.0f}, "
      f"in-plane {K_plane/1e3:.0f} kJ/m3")
print(f"field (x y z) {vec(B_ext*1e3, 0)} mT")
print(f"kz {energy[0]:.3f}, kx {energy[1]:.3f}, b {vec(energy[2], 3)} (kT)")
print(f"diffusion constant D {D*1e-9:.4f} 1/ns")
print(f"up minimum m = {vec(up_min)}")
print(f"down minimum m = {vec(down_min)}")
print(f"only saddle m = {vec(saddle)}")
print(f"energy maximum m = {vec(top)}")
print(f"barrier from up {barrier_up:.3f} kT, from down {barrier_down:.3f} kT")
print(f"energy maximum above the up minimum {height_top:.3f} kT")
print(f"face flux, line integral vs midpoint: deviation {flux_dev:.1e} of max")
print(f"distance to Boltzmann, {fine.n} cells: {tv_fine:.1e}")
print(f"distance to Boltzmann, {mid_mesh.n} cells: {tv_mid:.1e}")
print(f"same mesh, pointwise upwind scheme: {tv_naive:.4f}")
print("averages: mx, my, mz, mz^2, probability of mz>0")
print(f"  quadrature {vec(avg_exact, 5)}")
print(f"  mesh       {vec(avg_mesh, 5)}")
print(f"damping {low_alpha}, {m4.n} cells, implicit steps {steps} /D")
print(f"  least probability, protected scheme {min_safe:.1e}")
print(f"  least probability, unprotected, first step {min_cent:.1e}")
print(f"slowest rate, spherical harmonics {rate_ref:.6f} D")
for lev, mesh in meshes.items():
    print(f"  {mesh.n} cells, spacing {mesh.dist.mean():.4f} rad: "
          f"{rates[lev]:.6f} D, error {100*errors[lev]:.2f} %, "
          f"limited faces {100*limited_share(mesh, alpha):.1f} %")
print(f"damping {low_alpha}: spectral rate {low_ref:.5f} D")
print(f"  {mid_mesh.n} cells: rate error {100*low_error:.1f} %, limited "
      f"faces {100*limited_share(mid_mesh, low_alpha):.1f} %")
print(f"transient start m = {vec(mid_mesh.pts[cell])}")
print(f"mean m after {t_end*1e12:.0f} ps, mesh       {vec(mean_fp)}")
print(f"mean m after {t_end*1e12:.0f} ps, stochastic {vec(mean_sde)}")
print(f"  {n_spin} runs, largest standard error {err_sde:.4f}")
print(f"relaxation time {tau_relax*1e9:.3f} ns")
print(f"retention time up {tau_up*1e9:.3f} ns, down {tau_down*1e9:.3f} ns")
print(f"up to down on {mid_mesh.n} cells: first passage {mfpt/D*1e9:.3f} ns, "
      f"two-state {two_state/D*1e9:.3f} ns")
print(f"exchange stiffness {A_ex*1e12:.0f} pJ/m")
print(f"wall across the short axis {wall_energy:.1f} kT")
print(f"lowest non-uniform modes: moment loss {100*m_loss:.2f} %, "
      f"anisotropy loss {100*(1-K_factor):.2f} %")
print(f"relaxation time with that anisotropy loss {tau_soft*1e9:.3f} ns, "
      f"change {100*(tau_soft/tau_relax-1):.1f} %")
print(f"quantum ratio hbar omega/kT {quantum:.5f}")
print("all assertions hold")
```

Output:

```
temperature 300 K; Ms 600 kA/m; damping 0.2
dot 14 x 11 x 1.5 nm; volume 181.4 nm3
anisotropy: perpendicular 200, in-plane 20 kJ/m3
field (x y z) 20 60 5 mT
kz 8.760, kx 0.876, b 0.526 1.577 0.131 (kT)
diffusion constant D 1.2885 1/ns
up minimum m = 0.0271 0.0893 0.9956
down minimum m = 0.0275 0.0907 -0.9955
only saddle m = 0.1570 0.9876 -0.0083
energy maximum m = -0.7633 -0.6461 -0.0066
barrier from up 7.352 kT, from down 7.090 kT
energy maximum above the up minimum 10.900 kT
face flux, line integral vs midpoint: deviation 1.2e-03 of max
distance to Boltzmann, 40962 cells: 3.5e-13
distance to Boltzmann, 10242 cells: 3.2e-13
same mesh, pointwise upwind scheme: 0.1004
averages: mx, my, mz, mz^2, probability of mz>0
  quadrature 0.02941 0.09802 0.11390 0.87121 0.56079
  mesh       0.02941 0.09802 0.11390 0.87122 0.56078
damping 0.02, 2562 cells, implicit steps (1e-06, 0.1) /D
  least probability, protected scheme 7.5e-162
  least probability, unprotected, first step -2.7e-03
slowest rate, spherical harmonics 0.021796 D
  642 cells, spacing 0.1509 rad: 0.023152 D, error 6.22 %, limited faces 60.9 %
  2562 cells, spacing 0.0755 rad: 0.022063 D, error 1.23 %, limited faces 34.3 %
  10242 cells, spacing 0.0378 rad: 0.021791 D, error -0.02 %, limited faces 0.3 %
  40962 cells, spacing 0.0189 rad: 0.021794 D, error -0.01 %, limited faces 0.0 %
damping 0.02: spectral rate 0.05426 D
  10242 cells: rate error 123.1 %, limited faces 84.2 %
transient start m = 0.5968 0.4926 0.6334
mean m after 60 ps, mesh       0.2062 0.0382 0.8859
mean m after 60 ps, stochastic 0.2030 0.0384 0.8854
  20000 runs, largest standard error 0.0021
relaxation time 35.609 ns
retention time up 81.074 ns, down 63.497 ns
up to down on 10242 cells: first passage 81.404 ns, two-state 81.093 ns
exchange stiffness 10 pJ/m
wall across the short axis 22.5 kT
lowest non-uniform modes: moment loss 2.11 %, anisotropy loss 6.34 %
relaxation time with that anisotropy loss 22.457 ns, change -36.9 %
quantum ratio hbar omega/kT 0.00299
all assertions hold
```
